# Why Diffuse Gaussians Make Crystal Overlap Matrices Nearly Singular and Produce Ghosts, part 1

(Sections cited here and not found follow in the second part.)

**Question.** A moderately diffuse Gaussian leaves the overlap matrix of an atom or a dimer far from singular. In a crystal the same function can drive the lowest eigenvalue of the overlap matrix \(S(\mathbf k)\) almost to zero, and a level may then appear hundreds of eV below the bottom of the potential. What makes \(S(\mathbf k)\) nearly singular, how small does its lowest eigenvalue become, and which integration errors turn it into a spurious deep level?

**Answer.**

### The mechanism

A Bloch sum at wave vector \(\mathbf k\) contains the plane waves \(\mathbf k+\mathbf G\) and no others. A diffuse Gaussian is narrow in momentum, so it has appreciable weight on the shortest few of them. If even these are long, the Bloch sum nearly vanishes; if two diffuse functions sit on the same few waves, they are nearly proportional. A finite set of centres has a continuum of momenta available, and the collapse is much weaker. Along the nearly null direction the exact Hamiltonian matrix is as small as the overlap, so the level is a ratio of two small numbers, and an error that does not share their smallness dominates it.

### Bloch sums in real and reciprocal space

Hartree atomic units are used. The lattice has vectors \(\mathbf R\), cell volume \(\Omega\) and one site per cell, carrying normalized s Gaussians \(g_\mu=(2\alpha_\mu/\pi)^{3/4}e^{-\alpha_\mu r^2}\). The Bloch sums are \(\phi_{\mu\mathbf k}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}g_\mu(\mathbf r-\mathbf R)\), and matrices are integrals over one cell. In \(\int_{\rm cell}\phi_\mu^*\phi_\nu\) the double sum over \(\mathbf R',\mathbf R''\) is rewritten with \(\mathbf R=\mathbf R''-\mathbf R'\); the sum over \(\mathbf R'\) tiles all space, leaving \(S_{\mu\nu}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}s_{\mu\nu}(\mathbf R)\) with \(s_{\mu\nu}(\mathbf R)=\int g_\mu(\mathbf r)g_\nu(\mathbf r-\mathbf R)\,d^3r\). Completing the square gives \(\alpha_\mu r^2+\alpha_\nu|\mathbf r-\mathbf R|^2=p|\mathbf r-\mathbf P|^2+\alpha_\mu\alpha_\nu R^2/p\), with \(p=\alpha_\mu+\alpha_\nu\) and \(\mathbf P=\alpha_\nu\mathbf R/p\). The remaining integral is \((\pi/p)^{3/2}\), so
\[ s_{\mu\nu}(\mathbf R)=\Big(\frac{2\sqrt{\alpha_\mu\alpha_\nu}}{p}\Big)^{3/2}e^{-\alpha_\mu\alpha_\nu R^2/p}. \]

Poisson summation amounts to expanding the periodic function \(e^{-i\mathbf k\cdot\mathbf r}\phi_{\mu\mathbf k}\) in a Fourier series. Since \(e^{-i\mathbf G\cdot\mathbf R}=1\), the coefficient is
\[ \frac1\Omega\sum_{\mathbf R}\int_{\rm cell}e^{-i(\mathbf k+\mathbf G)\cdot(\mathbf r-\mathbf R)}g_\mu(\mathbf r-\mathbf R)\,d^3r=\frac{\tilde g_\mu(\mathbf k+\mathbf G)}{\Omega}. \]
Each Cartesian direction contributes \(\int e^{-\alpha x^2-iqx}dx=\sqrt{\pi/\alpha}\,e^{-q^2/4\alpha}\), and \((2\alpha/\pi)^{3/4}(\pi/\alpha)^{3/2}=(2\pi/\alpha)^{3/4}\), hence \(\tilde g_\mu(\mathbf q)=(2\pi/\alpha_\mu)^{3/4}e^{-q^2/4\alpha_\mu}\). Plane waves are orthogonal over the cell with norm \(\Omega\), which gives
\[ S_{\mu\nu}(\mathbf k)=\frac1\Omega\sum_{\mathbf G}\tilde g_\mu(\mathbf k+\mathbf G)\,\tilde g_\nu(\mathbf k+\mathbf G). \]
The kinetic matrix \(T\) has the extra factor \(|\mathbf k+\mathbf G|^2/2\), and the potential matrix is \(\Omega^{-1}\sum_{\mathbf G\mathbf G'}\tilde g_\mu(\mathbf k+\mathbf G)V_{\mathbf G-\mathbf G'}\tilde g_\nu(\mathbf k+\mathbf G')\), with \(V_{\mathbf G}\) the Fourier coefficient of \(V\). Real-space and reciprocal sums for all three matrices were tested to agree within \(10^{-12}\) at three wave vectors. The reciprocal form shows \(S\) as a Gram matrix whose terms are ordered by \(|\mathbf k+\mathbf G|\) with Gaussian weights.

### One function: a small norm

The zone average of \(e^{i\mathbf k\cdot\mathbf R}\) is \(\delta_{\mathbf R,0}\), so the average of \(S_{\mu\mu}(\mathbf k)\) is \(s_{\mu\mu}(0)=1\). An excess near \(\Gamma\) must be paid for elsewhere. On a simple cubic lattice of constant \(a\), at the zone corner R, \(\mathbf k=(\pi/a)(1,1,1)\), the vectors \(\mathbf k+\mathbf G\) have odd components in units of \(\pi/a\). The first star, \((\pm1,\pm1,\pm1)\), has 8 members with \(q^2=3\pi^2/a^2\); the second, of type \((1,1,3)\), has 24 members with \(q^2=11\pi^2/a^2\). Therefore
\[ S(\mathrm R)=\frac{8}{a^3}\Big(\frac{2\pi}{\alpha}\Big)^{3/2}e^{-3\pi^2/(2\alpha a^2)}\Big[1+3e^{-4\pi^2/(\alpha a^2)}+\dots\Big]. \]

Take round model parameters, \(a=8\) bohr, for which \(|\mathbf k|^2=0.46264\) bohr\(^{-2}\). For \(\alpha=0.02\) bohr\(^{-2}\) the prefactor \((2\pi/\alpha)^{3/2}/a^3\) is the leading term of \(S(\Gamma)=10.876\), the exponent is \(0.46264/0.04=11.566\), and \(8\times10.876\times e^{-11.566}=8.251\times10^{-4}\), the value of the direct lattice sum. Two such Gaussians a distance \(a\) apart have eigenvalues \(1\pm e^{-\alpha a^2/2}\).

| \(\alpha\) (bohr\(^{-2}\)) | dimer \(\lambda_{\min}\) | \(S(\Gamma)\) | \(S(\mathrm R)\) |
|---|---|---|---|
| 0.08 | 0.923 | 1.54 | 0.604 |
| 0.04 | 0.722 | 3.86 | \(9.47\times10^{-2}\) |
| 0.02 | 0.473 | 10.9 | \(8.25\times10^{-4}\) |
| 0.01 | 0.274 | 30.8 | \(2.21\times10^{-8}\) |

At \(\alpha=0.08\) the direct sum 0.604341 exceeds the leading term 0.603530 by \(1.34\times10^{-3}\) of the latter, which is \(3e^{-4\pi^2/5.12}\). In real space \(e^{i\mathbf k\cdot\mathbf R}=(-1)^{n_x+n_y+n_z}\), and the small value is the remainder of an alternating sum of terms of order one. Normalizing the Bloch sum turns \(S\) into 1, but it divides an absolute error in the lattice sum for \(H\) by the same small number.

### Two functions: linear dependence

On a star all s Gaussians at one site have amplitudes that depend on \(|\mathbf q|\) alone. A star of multiplicity \(n\) thus adds the rank-one matrix \(a_\mu a_\nu\), with \(a_\mu=\sqrt{n/\Omega}\,\tilde g_\mu(q)\). With two stars, \(S=aa^T+bb^T\) and
\[ \det S=(a_1^2+b_1^2)(a_2^2+b_2^2)-(a_1a_2+b_1b_2)^2=(a_1b_2-a_2b_1)^2, \]
because the terms \(a_1^2a_2^2\) and \(b_1^2b_2^2\) cancel. The first star alone gives a singular matrix. With \(\lambda_{\min}\lambda_{\max}=\det S\) and \(\lambda_{\max}\approx\operatorname{tr}S\), valid when \(\lambda_{\min}\ll\lambda_{\max}\) and the third star is negligible,
\[ \lambda_{\min}\approx\frac{(a_1b_2-a_2b_1)^2}{a_1^2+a_2^2+b_1^2+b_2^2}. \]
For exponents 0.02 and 0.08 at R, \(a_1=2.8725\times10^{-2}\), \(a_2=0.77687\), \(b_1=9.99\times10^{-9}\), \(b_2=2.8482\times10^{-2}\). Then \(a_1b_2-a_2b_1=8.1814\times10^{-4}\), its square is \(6.6935\times10^{-7}\), the trace is 0.60517, and \(\lambda_{\min}\approx1.1060\times10^{-6}\) against \(1.1065\times10^{-6}\) from direct sums. The free atom has 0.2845. The collapse needs no zone boundary: at \(\Gamma\) the first star is \(\mathbf G=0\), both functions are nearly constant, and exponents 0.01 and 0.02 give \(9.669\times10^{-6}\) by both routes, against 0.0845 in the atom.

### Finite systems

For \(N\) equal Gaussians on a line with spacing \(a\), let \(t=\alpha a^2/2\). Then \(S_{ij}=e^{-t(i-j)^2}=e^{-ti^2}e^{2tij}e^{-tj^2}\). The outer factors form a diagonal matrix \(1+O(t)\), which changes Rayleigh quotients by a relative \(O(t)\). The middle factor expands as \(\sum_m\frac{(2t)^m}{m!}v_mv_m^T\), with \((v_m)_i=i^m\). The vector \(z_i=(-1)^i\binom{N-1}{i}\) takes the \((N-1)\)-th finite difference, so \(z\cdot v_m=0\) for \(m<N-1\) and \(|z\cdot v_{N-1}|=(N-1)!\), while \(|z|^2=\sum_i\binom{N-1}{i}^2=\binom{2N-2}{N-1}\). The \(v_m\) with \(m<N-1\) span the complement of \(z\), so an admixture \(\epsilon\) outside \(z\) costs at least order \(t^{N-2}\epsilon^2\) and gains at most order \(t^{N-1}\epsilon\); the optimum \(\epsilon\sim t\) is again a relative \(O(t)\) correction. For fixed \(N\) and \(t\to0\),
\[ \lambda_{\min}\approx\frac{(2t)^{N-1}}{(N-1)!}\frac{[(N-1)!]^2}{\binom{2N-2}{N-1}}=\frac{(2t)^{N-1}(N-1)!}{\binom{2N-2}{N-1}}. \]
For \(N=2\) this is \(t\), the expansion of \(1-e^{-t}\). For \(N=3\) and \(t=10^{-4}\) it is \(4t^2/3=1.33333\times10^{-8}\), against \(1.33324\times10^{-8}\) from 40-digit diagonalization; the law was tested for \(N=2\) to 5. The crystal value carries \(e^{-3\pi^2/4t}\), which vanishes faster than any power of \(t\).

The power grows with \(N\), so "harmless in molecules" holds for small ones. For a cluster cut from the lattice, insert \(s(\mathbf R)=\langle e^{-i\mathbf k\cdot\mathbf R}S(\mathbf k)\rangle\), the brackets being the zone average, and define \(c_\mu(\mathbf k)=\sum_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}c_{\mu\mathbf R}\). Then \(c^\dagger Sc=\langle c(\mathbf k)^\dagger S(\mathbf k)c(\mathbf k)\rangle\) and \(c^\dagger c=\langle c(\mathbf k)^\dagger c(\mathbf k)\rangle\), so \(\lambda_{\min}\ge\min_{\mathbf k}\sigma(\mathbf k)\), where \(\sigma(\mathbf k)\) is the lowest eigenvalue of \(S(\mathbf k)\). Adding sites enlarges the space of trial vectors, so \(\lambda_{\min}\) cannot rise.

The basis used from here on has exponents 0.02, 0.08, 0.32 and 1.28 bohr\(^{-2}\). Its \(\lambda_{\min}\) is 0.0890 for the atom, 0.0778 for the dimer, and falls from \(4.06\times10^{-2}\) to \(1.07\times10^{-3}\) for cubes of \(2^3\) to \(6^3\) sites. In the crystal \(\sigma\) is \(3.76\times10^{-2}\) at \(\Gamma\), \(8.16\times10^{-3}\) at X, \(3.02\times10^{-4}\) at M and \(1.1499\times10^{-7}\) at R, the minimum on a \(9^3\) mesh of one octant. The next eigenvalue at R is \(\sigma_2=0.0657\). The unit eigenvector \(u\) has components \(0.99923,\ -3.91\times10^{-2},\ 2.23\times10^{-3},\ -3.92\times10^{-4}\): a diffuse function of small norm, with most of the remainder cancelled by the others.

### Exact matrices give no ghost

The model is one electron in \(V=-V_0\sum_{\mathbf L}e^{-\beta|\mathbf r-\mathbf L|^2}\), with \(V_0=2\) hartree and \(\beta=0.5\) bohr\(^{-2}\), so \(V_{\min}=-2.000\) hartree; there is no electron interaction or self-consistency. For \(\psi=\sum c_\mu\phi_\mu\), \(c^\dagger Tc\ge0\) and \(c^\dagger Vc=\int|\psi|^2V\ge V_{\min}c^\dagger Sc\), so every root of \(Hc=ESc\) lies at or above \(V_{\min}\), however small \(\sigma\) is. At R, \(u^\dagger Hu=2.1600\times10^{-7}\) hartree and \(\varepsilon_u=u^\dagger Hu/\sigma=1.878\) hartree, an ordinary energy. The lowest level is \(-0.386704\) hartree (\(-10.52\) eV), \(2.1\times10^{-3}\) hartree above the \(-0.388845\) of a basis of 729 cosine products, itself a variational upper bound for this model and unchanged to the digits shown between 343 and 1728 products.

### Errors in the Hamiltonian

Let \(S=U\,\mathrm{diag}(\sigma_j)U^\dagger\), \(\sigma_1=\sigma\), and \(X=U\,\mathrm{diag}(\sigma_j^{-1/2})\). Since \(X^\dagger SX=1\), the problem becomes the ordinary one for \(X^\dagger(H+\delta H)X\), in which the error has elements \(u_i^\dagger\delta Hu_j/\sqrt{\sigma_i\sigma_j}\). Its spectral norm is at most \(\|\delta H\|/\sigma\), and Weyl's inequality gives \(|\Delta E_j|\le\|\delta H\|/\sigma\). An error of \(6.9\times10^{-6}\) hartree can move a dimer level by at most \(6.9\times10^{-6}/0.0778=8.9\times10^{-5}\) hartree; at R the bound is 60 hartree.

Whether the bound is approached depends on the first diagonal element,
\[ \rho=\varepsilon_u+\frac{u^\dagger\delta Hu}{\sigma}. \]
Write the transformed matrix with corner \(\rho\), coupling column \(f\) and remaining block \(B\) of lowest eigenvalue \(b\). An eigenvector \((x,y)\) obeys \(fx+By=Ey\), so \(y=-(B-E)^{-1}fx\), and the first row becomes \(E=\rho-f^\dagger(B-E)^{-1}f\). Suppose \(\rho<b\). The Rayleigh principle gives \(E_0\le\rho\), hence \(B-E_0\ge b-\rho>0\), and
\[ 0\le\rho-E_0\le\frac{|f|^2}{b-\rho}. \]
If all elements \(u_i^\dagger\delta Hu_j\) are of one size \(\delta\gg\sigma\varepsilon_u\), the noise part of \(|f|^2\) is of order \(\delta^2/\sigma\sigma_2\) and \(|\rho|\approx\delta/\sigma\), so its correction relative to \(\rho\) is of order \(\sigma/\sigma_2\). The part of \(f\) present without noise, of norm 0.78 hartree here, adds a relative correction of order \(|f|^2/\rho^2\), which is small once \(|\rho|\) is well above that norm. A negative \(u^\dagger\delta Hu\) then produces a level at \(E_0\approx\rho\): the ghost.

The threshold follows from the Rayleigh quotient. With \(S>0\), a level lies below \(V_{\min}\) if and only if \(H+\delta H-V_{\min}S\) has a negative eigenvalue. Let \(m\), \(w\) be the lowest eigenpair of \(H-V_{\min}S\) and \(m_2\) the next eigenvalue. Perturbation theory gives \(m+w^\dagger\delta Hw+O(\|\delta H\|^2/m_2)\), so a ghost appears when \(w^\dagger\delta Hw<-m\). Here \(m=4.29\times10^{-7}\) hartree, \(m_2=0.219\) hartree and \(|u\cdot w|=0.99999998\).

For symmetric Gaussian noise with off-diagonal deviation \(\eta\) and diagonal deviation \(\sqrt2\eta\), the variance of \(w^T\delta Hw\) is \(2\eta^2\sum_iw_i^4+4\eta^2\sum_{i<j}w_i^2w_j^2=2\eta^2\). The ghost probability is \(\Phi(-m/\sqrt2\eta)\), with \(\Phi\) the normal distribution function, and it tends to one half at large \(\eta\) within this first-order treatment. For \(\eta/m=0.5,\ 1,\ 10\), samples of 4000 draws gave 0.0815, 0.2362, 0.4885 against 0.0786, 0.2398, 0.4718; the last differs by about two binomial standard deviations.

Exact matrices give no level below \(V_{\min}\), however small \(\sigma\) is, but an error in \(H\) can be amplified by up to \(1/\sigma\) and, to first order, produces a ghost when \(w^\dagger\delta Hw<-m\). It remains to see which integration errors do this, how errors in the overlap act, and what it costs to remove the nearly null direction.

Numerical values quoted here were computed with a short program.
